# Why Confinement Can Move Electrons into Satellite Valleys in III-V Channels: a program that tests the result

```python
# Result under test: a thin film can lift a light central valley (G) above a
# satellite valley if the satellite is heavy enough ALONG THE FILM NORMAL.
# Hard walls: crossing exists iff r < 1 and (1-r)^2 > 4 r alpha Delta, where
# r = m_G/m_z, alpha = nonparabolicity of G, Delta = bulk valley separation.
# Energies are in eV from the bulk G minimum, lengths in nm, masses in m0.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import spence

KIN = sc.hbar**2 / (2 * sc.m_e * sc.e) * 1e18     # hbar^2/(2 m0), eV nm^2
TEMP = 300.0
KT = sc.k * TEMP / sc.e
M_G, ALPHA = 0.067, 0.60
D_L, D_X = 0.29, 0.48
L_LONG, L_TRANS = 1.9, 0.075
X_LONG, X_TRANS = 1.3, 0.23
WALL, M_OX = 2.5, 0.30
SHEET = 0.05                                      # electrons per nm^2
EPS_CH, EPS_OX, LATTICE = 12.9, 9.0, 0.565


def kane(eps, alpha=ALPHA):
    return 2 * eps / (1 + np.sqrt(1 + 4 * alpha * eps))


def projected(m_long, m_trans, cosine):
    m_z = 1 / (cosine**2 / m_long + (1 - cosine**2) / m_trans)
    return m_z, np.sqrt(m_long * m_trans**2 / m_z)


def valley(name, offset, m_long, m_trans, cosine, count):
    m_z, m_d = projected(m_long, m_trans, cosine)
    return (name, offset, m_z, m_d, count, 0.0)


GAMMA = ("G", 0.0, M_G, M_G, 1, ALPHA)
C3 = 1 / np.sqrt(3)
L111 = valley("L normal", D_L, L_LONG, L_TRANS, 1.0, 1)
L111B = valley("L oblique", D_L, L_LONG, L_TRANS, 1 / 3, 3)
X111 = valley("X", D_X, X_LONG, X_TRANS, C3, 3)
L001 = valley("L", D_L, L_LONG, L_TRANS, C3, 4)
X001 = valley("X normal", D_X, X_LONG, X_TRANS, 1.0, 1)
X001B = valley("X in plane", D_X, X_LONG, X_TRANS, 0.0, 2)
FILM111 = [GAMMA, L111, L111B, X111]
FILM001 = [GAMMA, L001, X001, X001B]


def level(v, t, n=1, wall=None):
    """Subband edge; wall=None means hard walls; None returned if unbound."""
    _, offset, m_z, _, _, alpha = v
    if wall is None:
        return offset + kane(KIN * (n * np.pi / t)**2 / m_z, alpha)
    depth = wall - offset

    def phase(e):
        k = np.sqrt(m_z * e * (1 + alpha * e) / KIN)
        decay = np.sqrt(M_OX * max(depth - e, 0) / KIN)
        m_e = m_z * (1 + alpha * e)
        return k * t + 2 * np.arctan2(M_OX * k, m_e * decay) - n * np.pi

    top = depth * (1 - 1e-12)
    if phase(top) <= 0:
        return None
    return offset + brentq(phase, 1e-10, top)


def separation(v, t, wall=None):
    return level(v, t, 1, wall) - level(GAMMA, t, 1, wall)


def find_crossing(v, wall=None, gamma=GAMMA):
    def gap(t):
        return level(v, t, 1, wall) - level(gamma, t, 1, wall)
    grid = np.arange(12.0, 0.8, -0.05)
    for a, b in zip(grid[:-1], grid[1:]):
        if gap(a) > 0 >= gap(b):
            return brentq(gap, b, a)
    return None


def crossing_formula(v):
    r, delta = M_G / v[2], v[1]
    root = np.sqrt((1 - r)**2 - 4 * r * ALPHA * delta)
    energy = 2 * delta / (1 - r + root)
    return energy, np.pi * np.sqrt(KIN / (M_G * energy * (1 + ALPHA * energy)))


def subband_density(v, edge, mu):
    _, offset, _, m_d, count, alpha = v
    x = np.exp((mu - edge) / KT)
    first = (1 + 2 * alpha * (edge - offset)) * KT * np.log1p(x)
    second = -2 * alpha * KT**2 * spence(1 + x)
    return count * m_d / (2 * np.pi * KIN) * (first + second)


def shares(film, t, wall=None):
    edges = [[level(v, t, n, wall) for n in range(1, 16)] for v in film]

    def densities(mu):
        return np.array([sum(subband_density(v, e, mu) for e in es
                             if e is not None) for v, es in zip(film, edges)])
    mu = brentq(lambda u: densities(u).sum() - SHEET, -0.5, 2.0)
    return densities(mu) / SHEET


def gradient(n, h):
    return (np.eye(n + 1, n) - np.eye(n + 1, n, k=-1)) / h


def two_band_ground(edge_c, edge_v, h, kpar=0.0):
    """Lowest conduction level of the two-band operator, staggered grid."""
    n = len(edge_c)
    g = gradient(n, h)
    p = np.sqrt(KIN / (M_G * ALPHA))
    ham = np.block([[np.diag(edge_c), p * g.T], [p * g, np.diag(edge_v)]])
    if kpar:
        side = np.zeros((2 * n + 1, n))
        side[:n] = p * kpar * np.eye(n)
        ham = np.block([[ham, side], [side.T, -np.eye(n) / ALPHA]])
    e = np.linalg.eigvalsh(ham)
    return e[e > 0][0]


def one_band_levels(potential, mass_half, h):
    g = gradient(len(potential), h)
    return np.linalg.eigvalsh(g.T @ (KIN / mass_half[:, None] * g)
                              + np.diag(potential))


# Two-band operator against the closed form, with and without in-plane motion
N = 299
T0 = 4.0
H0 = T0 / (N + 1)
flat_c, flat_v = np.zeros(N), np.full(N + 1, -1 / ALPHA)
for kpar in (0.0, 0.4):
    eps = KIN * ((np.pi / T0)**2 + kpar**2) / M_G
    assert abs(two_band_ground(flat_c, flat_v, H0, kpar) - kane(eps)) < 1e-4

# Tilted ellipsoid, including its mixed momentum term
axis = np.array([np.sqrt(2 / 3), C3])
W = np.eye(2) / L_TRANS + (1 / L_LONG - 1 / L_TRANS) * np.outer(axis, axis)
g = gradient(N, H0)
pz = -1j * (np.eye(N, k=1) - np.eye(N, k=-1)) / (2 * H0)


def tilted(kx):
    ham = KIN * (W[1, 1] * g.T @ g + 2 * W[0, 1] * kx * pz
                 + W[0, 0] * kx**2 * np.eye(N))
    return np.linalg.eigvalsh(ham)[0]


e_rest, e_move = tilted(0.0), tilted(0.5)
m_x = KIN * 0.5**2 / (e_move - e_rest)
assert abs(e_rest / (level(L001, T0) - D_L) - 1) < 1e-4
assert abs(np.sqrt(m_x * L_TRANS) / L001[3] - 1) < 1e-3

# Finite walls: interfaces lie on grid nodes; oxide extends 2 nm on each side
h = T0 / 200
nodes = np.arange(1, 400)
barrier = np.where((nodes < 100) | (nodes > 300), 1.0, 0.0)
barrier[(nodes == 100) | (nodes == 300)] = 0.5
halves = np.arange(400) + 0.5
in_oxide = (halves < 100) | (halves > 300)
e_finite = level(GAMMA, T0, 1, WALL)
ev = np.where(in_oxide, e_finite - M_OX / (M_G * ALPHA), -1 / ALPHA)
assert abs(two_band_ground(WALL * barrier, ev, h) - e_finite) < 3e-4
sat = one_band_levels((WALL - D_L) * barrier,
                      np.where(in_oxide, M_OX, L111[2]), h)
for n in (1, 2):
    assert abs(sat[n - 1] + D_L - level(L111, T0, n, WALL)) < 3e-4

# Crossing criterion on random cases, by scanning the confinement energy
rng = np.random.default_rng(7)
scan = np.logspace(-3, 5, 6000)
outcomes = []
for _ in range(300):
    r, a, d = rng.uniform([0.05, 0.2, 0.1], [1.5, 1.5, 0.8])
    disc = (1 - r)**2 - 4 * r * a * d
    if abs(disc) < 0.01:
        continue                                  # too near tangency for scan
    found = bool(np.any(d + r * scan < kane(scan, a)))
    assert found == (r < 1 and disc > 0)
    outcomes.append(found)
assert any(outcomes) and not all(outcomes)

cross = {}
for v in (L111, X001):
    e_c, t_c = crossing_formula(v)
    assert abs(find_crossing(v) - t_c) < 1e-6
    step = t_c / (N + 1)
    e_g = two_band_ground(flat_c, flat_v, step)
    e_s = v[1] + one_band_levels(flat_c, np.full(N + 1, v[2]), step)[0]
    assert abs(e_g - e_s) < 2e-4
    cross[v[0]] = (e_c, t_c, find_crossing(v, WALL))
    assert cross[v[0]][2] is not None and cross[v[0]][2] < t_c
assert find_crossing(L001) is None
r001 = M_G / L001[2]
closest = D_L - (1 - r001)**2 / (4 * r001 * ALPHA)
best = minimize_scalar(lambda t: separation(L001, t), bounds=(1, 10),
                       method="bounded", options={"xatol": 1e-8})
assert abs(best.fun - closest) < 1e-6

# Sheet density against direct integration over in-plane wavevector
edge = level(GAMMA, T0)
mu_test = edge + 0.04


def occupied(k):
    e = kane(KIN * ((np.pi / T0)**2 + k**2) / M_G)
    return k / np.pi / (1 + np.exp((e - mu_test) / KT))


direct = quad(occupied, 0, 3, epsabs=1e-11, epsrel=1e-10)[0]
assert abs(direct / subband_density(GAMMA, edge, mu_test) - 1) < 1e-6

# Causal control: change only the normal mass of the L valley
control = L111[:2] + (M_G,) + L111[3:]
share_real = shares(FILM111, 3.0)[1]
share_control = shares([GAMMA, control, L111B, X111], 3.0)[1]
assert share_real > 0.5 and share_control < 0.01

# Mean field of a one-sided gate; potential is zero at mid-channel
field = sc.e * SHEET * 1e18 / (2 * EPS_CH * sc.epsilon_0) * 1e-9
tilt = field * (np.arange(1, N + 1) * H0 - T0 / 2)
tilt_half = field * ((np.arange(N + 1) + 0.5) * H0 - T0 / 2)
g_field = two_band_ground(tilt, flat_v + tilt_half, H0)
l_field = D_L + one_band_levels(tilt, np.full(N + 1, L111[2]), H0)[0]
field_change = l_field - g_field - separation(L111, T0)
assert field_change < 0
bilayer = LATTICE / np.sqrt(3)
rough_shift = level(GAMMA, T0 - bilayer) - level(GAMMA, T0)
parabolic = find_crossing(L111, gamma=GAMMA[:5] + (0.0,))
oxide_field = sc.e * SHEET * 1e18 / (EPS_OX * sc.epsilon_0) * 1e-8
ALPHA_L = 0.5
curved_L = L001[:5] + (ALPHA_L,)

print(f"G: mass {M_G} m0, alpha {ALPHA} /eV; T {TEMP:.0f} K, kT {KT*1e3:.2f} meV")
print(f"bulk separations: L {D_L} eV, X {D_X} eV")
print(f"L masses long/trans {L_LONG}/{L_TRANS}; X {X_LONG}/{X_TRANS} m0")
print(f"sheet density {SHEET*1e14:.1e} /cm2")
print(f"finite wall {WALL} eV above G minimum, oxide mass {M_OX} m0")
print("valley: count, normal mass, in-plane DOS mass per valley (m0), r")
for face, film in (("111", FILM111), ("001", FILM001)):
    for v in film[1:]:
        print(f" ({face}) {v[0]}: {v[4]}, {v[2]:.4f}, {v[3]:.4f}, {M_G/v[2]:.4f}")
for face, v in (("111", L111), ("001", X001)):
    e_c, t_c, t_f = cross[v[0]]
    print(f"({face}) G/{v[0]} crossing, hard: {t_c:.3f} nm at {e_c:.4f} eV")
    print(f"  same crossing, finite walls: {t_f:.3f} nm")
    print(f"  G in-plane edge mass at hard crossing {M_G*(1+2*ALPHA*e_c):.4f} m0")
print(f"(111) hard crossing if G were parabolic {parabolic:.3f} nm")
print(f"(001) L: (1-r)^2 {(1-r001)**2:.4f}, 4 r alpha Delta {4*r001*ALPHA*D_L:.4f}")
print(f"(001) L closest approach {closest:.4f} eV at {best.x:.3f} nm")
print("hard (111): t nm; G, normal L edges eV; G, normal L, other shares %")
for t in (10.0, 6.0, 4.0, 3.0):
    s = 100 * shares(FILM111, t)
    print(f" {t:.1f}; {level(GAMMA,t):.4f}, {level(L111,t):.4f}; "
          f"{s[0]:.2f}, {s[1]:.2f}, {s[2:].sum():.2f}")
print("hard (001): t nm; G, L, normal X edges eV; G, L, all X shares %")
for t in (10.0, 4.0, 3.0, 2.5):
    s = 100 * shares(FILM001, t)
    print(f" {t:.1f}; {level(GAMMA,t):.4f}, {level(L001,t):.4f}, "
          f"{level(X001,t):.4f}; {s[0]:.2f}, {s[1]:.2f}, {s[2:].sum():.2f}")
print("finite (111): t nm; G, normal L edges eV; normal L share %")
for t in (4.0, 3.0, 2.0, 1.5):
    s = 100 * shares(FILM111, t, WALL)
    print(f" {t:.1f}; {level(GAMMA,t,1,WALL):.4f}, "
          f"{level(L111,t,1,WALL):.4f}; {s[1]:.2f}")
print(f"control, hard (111), 3 nm: normal L share {100*share_real:.2f} %")
print(f"  with only its normal mass set to {M_G} m0: {100*share_control:.2e} %")
print(f"mean channel field {field*10:.3f} MV/cm (permittivity {EPS_CH})")
print(f"  changes hard (111) L-G separation at 4 nm by {field_change*1e3:.1f} meV")
print(f"one bilayer ({bilayer:.3f} nm) thinner than 4 nm: G +{rough_shift*1e3:.1f} meV")
for change in (-0.05, 0.05):
    shifted = (L111[0], D_L + change) + L111[2:]
    print(f"L separation {D_L+change:.2f} eV: hard (111) crossing "
          f"{crossing_formula(shifted)[1]:.3f} nm")
print(f"(001) L-G at {best.x:.3f} nm with L alpha {ALPHA_L} /eV: "
      f"{separation(curved_L,best.x):.4f} eV")
print(f"oxide field {oxide_field:.2f} MV/cm (permittivity {EPS_OX})")
print("done: every assertion held")
```

It prints:

```
G: mass 0.067 m0, alpha 0.6 /eV; T 300 K, kT 25.85 meV
bulk separations: L 0.29 eV, X 0.48 eV
L masses long/trans 1.9/0.075; X 1.3/0.23 m0
sheet density 5.0e+12 /cm2
finite wall 2.5 eV above G minimum, oxide mass 0.3 m0
valley: count, normal mass, in-plane DOS mass per valley (m0), r
 (111) L normal: 1, 1.9000, 0.0750, 0.0353
 (111) L oblique: 3, 0.0840, 0.3568, 0.7980
 (111) X: 3, 0.3170, 0.4658, 0.2114
 (001) L: 4, 0.1103, 0.3112, 0.6073
 (001) X normal: 1, 1.3000, 0.2300, 0.0515
 (001) X in plane: 2, 0.2300, 0.5468, 0.2913
(111) G/L normal crossing, hard: 3.962 nm at 0.3026 eV
  same crossing, finite walls: 2.235 nm
  G in-plane edge mass at hard crossing 0.0913 m0
(001) G/X normal crossing, hard: 2.886 nm at 0.5147 eV
  same crossing, finite walls: 1.208 nm
  G in-plane edge mass at hard crossing 0.1084 m0
(111) hard crossing if G were parabolic 4.321 nm
(001) L: (1-r)^2 0.1542, 4 r alpha Delta 0.4227
(001) L closest approach 0.1842 eV at 2.806 nm
hard (111): t nm; G, normal L edges eV; G, normal L, other shares %
 10.0; 0.0544, 0.2920; 98.17, 0.94, 0.89
 6.0; 0.1435, 0.2955; 89.55, 9.55, 0.91
 4.0; 0.2976, 0.3024; 46.61, 53.21, 0.18
 3.0; 0.4834, 0.3120; 1.90, 97.92, 0.18
hard (001): t nm; G, L, normal X edges eV; G, L, all X shares %
 10.0; 0.0544, 0.3241, 0.4829; 98.40, 1.59, 0.00
 4.0; 0.2976, 0.5030, 0.4981; 90.61, 7.26, 2.13
 3.0; 0.4834, 0.6687, 0.5121; 44.12, 1.14, 54.75
 2.5; 0.6469, 0.8354, 0.5263; 1.44, 0.01, 98.55
finite (111): t nm; G, normal L edges eV; normal L share %
 4.0; 0.1549, 0.3019; 8.25
 3.0; 0.2271, 0.3109; 21.35
 2.0; 0.3728, 0.3359; 56.15
 1.5; 0.5141, 0.3696; 86.48
control, hard (111), 3 nm: normal L share 97.92 %
  with only its normal mass set to 0.067 m0: 1.56e-05 %
mean channel field 0.351 MV/cm (permittivity 12.9)
  changes hard (111) L-G separation at 4 nm by -13.4 meV
one bilayer (0.326 nm) thinner than 4 nm: G +47.0 meV
L separation 0.24 eV: hard (111) crossing 4.417 nm
L separation 0.34 eV: hard (111) crossing 3.609 nm
(001) L-G at 2.806 nm with L alpha 0.5 /eV: 0.1172 eV
oxide field 1.01 MV/cm (permittivity 9.0)
done: every assertion held
```
